# Spin-flip and dd amplitudes in L₃ RIXS of a Cu²⁺ ion, part 1

(Sections cited here and not found follow in the second part.)

### The form allowed by symmetry

A Cu²⁺ ion has one hole in its 3d shell. At a site of symmetry D₄ₕ, with z along the fourfold axis, let the hole occupy \(x^2-y^2\); its two spin states form a Kramers doublet. In resonant inelastic x-ray scattering at the L edges a photon of polarization \(\boldsymbol\varepsilon\) lifts a 2p electron into the hole, and a photon of polarization \(\boldsymbol\varepsilon'\) is emitted when a 3d electron refills the core. In the electric dipole approximation the resonant term of second-order perturbation theory, the Kramers–Heisenberg amplitude, is, apart from factors that depend only on the photon energies,

\[ A_{fg}=\sum_n \frac{\langle f|\mathbf u\cdot\mathbf D|n\rangle\langle n|\boldsymbol\varepsilon\cdot\mathbf D|g\rangle}{E_g+\omega-E_n+i\Gamma},\qquad \mathbf u\equiv\boldsymbol\varepsilon'^{*},\quad \mathbf D=\sum_i\mathbf r_i . \tag{1} \]

Here \(\hbar=1\), \(\omega\) is the incident photon energy and \(\Gamma\) the half-width of the core-hole states, taken equal for all of them. The conjugate \(\boldsymbol\varepsilon'^*\) appears because emission is the adjoint of absorption. The amplitude has the dimension of length squared over energy, so on resonance it is \(R^2/\Gamma\) times a pure number, where \(R\) is the 2p–3d radial integral of \(r\).

Let \(g\) and \(f\) both lie in the doublet, and let \(P\) project on one degenerate intermediate level. That level contributes \(\sum_{k'k}u_{k'}\varepsilon_k T_{k'k}\) with \(T_{k'k}=D_{k'}PD_k\), a 2×2 matrix in the doublet. Since \(D_k\) and \(P\) are Hermitian, \(T_{k'k}^\dagger=T_{kk'}\). Since they are even under time reversal \(\Theta\) (no magnetic field acts on the core), \(\Theta T_{k'k}\Theta^{-1}=T_{k'k}\). A Hermitian matrix in the doublet is \(x_0+\mathbf x\cdot\boldsymbol\sigma\) with real coefficients, and \(\Theta\) keeps the unit matrix and reverses \(\boldsymbol\sigma\). The part of \(T\) symmetric in \(k',k\) is Hermitian and even, so it has \(\mathbf x=0\). The antisymmetric part is anti-Hermitian and can be written \(iX\) with \(X\) Hermitian; \(\Theta\) is antilinear, so evenness of \(iX\) means oddness of \(X\), and \(x_0=0\). An antisymmetric tensor contracted with \(u_{k'}\varepsilon_k\) sees only the components of \(\mathbf C=\mathbf u\times\boldsymbol\varepsilon\). The spin-dependent part is therefore \(i\sum_{jk}K_{jk}\sigma_jC_k\) with real \(K\). Both \(\boldsymbol\sigma\) and \(\mathbf C\) are axial vectors. The fourfold rotation about z removes the elements of \(K\) that join z to the plane and forces \(K_{xx}=K_{yy}\), \(K_{xy}=-K_{yx}\); the twofold rotation about x reverses \(\sigma_xC_y\) and so removes \(K_{xy}\). Each intermediate level thus contributes

\[ S(\mathbf u,\boldsymbol\varepsilon)+i\left[K_\parallel C_z\sigma_z+K_\perp(C_x\sigma_x+C_y\sigma_y)\right], \tag{2} \]

with \(S\) a symmetric bilinear form. A spin along z can be reversed only by the \(K_\perp\) term, and \(C_x=u_y\varepsilon_z-u_z\varepsilon_y\), \(C_y=u_z\varepsilon_x-u_x\varepsilon_z\) each need a z component of one polarization. If the hole is a pure \(x^2-y^2\) orbital times a spinor, \(D_z\) cannot take it to 2p. The product \(z(x^2-y^2)\) is odd under \(z\to-z\), which excludes \(p_x\) and \(p_y\), and it is odd under the fourfold rotation, which excludes \(p_z\). Then \(T_{k'z}=T_{zk}=0\) and \(K_\perp=0\). Symmetry leaves the coefficients of \(S\), the value of \(K_\parallel\), the amplitudes to the other four orbitals, and the size of \(K_\perp\) for an impure orbital to be calculated.

### One hole throughout

The process is \(2p^63d^9\to2p^53d^{10}\to2p^63d^9\). Every state is the filled set \(|F\rangle\) of 16 spin-orbitals with one electron removed. The Coulomb interaction of the hole with closed shells is spherically symmetric and only shifts the 2p and 3d levels, so there are no multiplets.

For a one-electron operator \(O=\sum_{ij}O_{ij}c_i^\dagger c_j\) within this set, \(O|F\rangle=(\mathrm{Tr}\,O)|F\rangle\), and \([c_i^\dagger c_j,c_b]=-\delta_{ib}c_j\). Hence

\[ O\,c_b|F\rangle=(\mathrm{Tr}\,O)\,c_b|F\rangle-\sum_jO_{bj}\,c_j|F\rangle , \tag{3} \]

and the matrix element between \(c_a|F\rangle\) and \(c_b|F\rangle\) is \(\delta_{ab}\mathrm{Tr}\,O-O_{ba}\). Label the hole states by the time-reversed orbital, \(|b)=c_{\Theta b}|F\rangle\). Let \(O\) be Hermitian with \(\Theta O\Theta^{-1}=\tau O\), \(\tau=\pm1\), so that \(O\Theta=\tau\Theta O\). With \(\langle\Theta\phi|\Theta\psi\rangle=\langle\psi|\phi\rangle\),

\[ (a|O|b)-\delta_{ab}\mathrm{Tr}\,O=-\langle\Theta b|O|\Theta a\rangle=-\tau\langle Oa|b\rangle=-\tau\langle a|O|b\rangle . \tag{4} \]

Time-even operators (\(\mathbf r\), the crystal field, \(\mathbf l\cdot\mathbf s\)) change sign. The time-odd \(\mathbf l\) and \(\mathbf s\) keep theirs and are traceless, so the spin and orbital momentum of the hole are those of the ion. The dipole operator is traceless by parity and occurs twice in (1), so its two minus signs cancel. The amplitude is that of one particle going \(d_\alpha\to 2p\to d_\beta\).

### Dipole matrix elements

Each real d orbital is a quadratic form on the unit sphere,

\[ d_\alpha=\sqrt{\tfrac{15}{8\pi}}\;\hat{\mathbf r}\cdot Q^\alpha\hat{\mathbf r},\qquad p_j=\sqrt{\tfrac{3}{4\pi}}\;\hat r_j , \tag{5} \]

with \(Q^\alpha\) real, symmetric, traceless and \(\mathrm{Tr}(Q^\alpha)^2=1\). Explicitly, \(Q^{x^2-y^2}=\mathrm{diag}(1,-1,0)/\sqrt2\), \(Q^{3z^2-r^2}=\mathrm{diag}(-1,-1,2)/\sqrt6\), and \(Q^{xy}\) has \(1/\sqrt2\) in the xy and yx places, with the same pattern for xz and yz. The integral of four unit-vector components is an isotropic, fully symmetric tensor, \(c(\delta_{jk}\delta_{lm}+\delta_{jl}\delta_{km}+\delta_{jm}\delta_{kl})\). Contracting \(j\) with \(k\) and \(l\) with \(m\) gives \(4\pi=c(9+3+3)\), so

\[ \int\hat r_j\hat r_k\hat r_l\hat r_m\,d\Omega=\frac{4\pi}{15}\left(\delta_{jk}\delta_{lm}+\delta_{jl}\delta_{km}+\delta_{jm}\delta_{kl}\right). \tag{6} \]

The norm of \(d_\alpha\) is then \(\frac{15}{8\pi}\frac{4\pi}{15}\,[(\mathrm{Tr}Q)^2+2\,\mathrm{Tr}Q^2]=1\), as it should be. Contracting (6) with \(Q_{lm}\) alone, the trace term drops and the other two give \(2Q_{jk}\):

\[ \langle p_j|r_k|d_\alpha\rangle=R\sqrt{\tfrac{3}{4\pi}\tfrac{15}{8\pi}}\;\frac{8\pi}{15}\,Q^\alpha_{jk}=R\sqrt{\tfrac25}\;Q^\alpha_{jk}, \tag{7} \]

because \(\frac{45}{32\pi^2}\cdot\frac{64\pi^2}{225}=\frac25\). For example \(\langle p_x|\hat x|x^2-y^2\rangle=\sqrt{2/5}/\sqrt2=0.4472\). Absorption therefore puts the hole in the p orbital with Cartesian components \(R\sqrt{2/5}\,\mathbf a\), and emission takes it out with components \(R\sqrt{2/5}\,\mathbf a'\), where

\[ \mathbf a=Q^\alpha\boldsymbol\varepsilon,\qquad \mathbf a'=Q^\beta\mathbf u . \tag{8} \]

Neither step touches the spin.

### The core level and the general amplitude

From \(l_k=-i\epsilon_{kab}r_a\partial_b\) one has \(l_kr_j=-i\epsilon_{kij}r_i\), so \(\langle p_i|l_k|p_j\rangle=-i\epsilon_{kij}\). From \(\mathbf j^2=\mathbf l^2+\mathbf s^2+\mathbf l\cdot\boldsymbol\sigma\), the operator \(\mathbf l\cdot\boldsymbol\sigma\) equals \(\frac{15}4-2-\frac34=1\) for \(j=\frac32\) and \(\frac34-2-\frac34=-2\) for \(j=\frac12\). The projectors are the linear functions of \(\mathbf l\cdot\boldsymbol\sigma\) that equal 1 on one level and 0 on the other:

\[ P_{3/2}=\tfrac13(2+\mathbf l\cdot\boldsymbol\sigma),\qquad P_{1/2}=\tfrac13(1-\mathbf l\cdot\boldsymbol\sigma). \tag{9} \]

By (4) the hole feels \(-\frac12\zeta_{2p}\,\mathbf l\cdot\boldsymbol\sigma\), which puts \(j=\frac32\) (the L₃ edge) at \(-\zeta_{2p}/2\) and \(j=\frac12\) (L₂) at \(+\zeta_{2p}\), a distance \(\Delta_{23}=\frac32\zeta_{2p}\) higher. With \(w\) the detuning from L₃, and with no crystal field on the core, the sum over \(n\) in (1) is

\[ G_3P_{3/2}+G_2P_{1/2}=\tfrac13\left[(2G_3+G_2)+(G_3-G_2)\,\mathbf l\cdot\boldsymbol\sigma\right], \tag{10} \]

where \(G_3=1/(w+i\Gamma)\) and \(G_2=1/(w-\Delta_{23}+i\Gamma)\). Between \(\mathbf a'\) and \(\mathbf a\) the unit matrix gives \(\mathbf a'\cdot\mathbf a\), and \(l_k\) gives \(-i\epsilon_{kij}a'_ia_j=-i(\mathbf a'\times\mathbf a)_k\). With the factor \(\frac25R^2\) from (7),

\[ A_{\beta\alpha}=\tfrac{2}{15}R^2\left[(2G_3+G_2)\,\mathbf a'\cdot\mathbf a-i(G_3-G_2)\,\boldsymbol\sigma\cdot(\mathbf a'\times\mathbf a)\right], \tag{11} \]

a 2×2 matrix in the spin of the hole, valid for unmixed d orbitals. Keeping L₃ alone,

\[ A_{\beta\alpha}=\tfrac2{15}R^2G_3\,O_{\beta\alpha},\qquad O_{\beta\alpha}=2\,\mathbf a'\cdot\mathbf a-i\,\boldsymbol\sigma\cdot(\mathbf a'\times\mathbf a). \tag{12} \]

All spin dependence in (11) carries the factor

\[ G_3-G_2=G_3G_2\left(G_2^{-1}-G_3^{-1}\right)=-\Delta_{23}\,G_3G_2 . \tag{13} \]

It vanishes for \(\Delta_{23}=0\): without core spin–orbit coupling no spin is flipped between unmixed d orbitals, whatever the orbital or spin direction. For \(|w|\gg\Delta_{23}\) it falls as \(1/w^2\), one power faster than the spin-independent term. At \(w=0\) the L₂ tail multiplies every flip amplitude contained in (11) by \((G_3-G_2)/G_3=\Delta_{23}/(\Delta_{23}-i\Gamma)\) and every flip intensity by \(\Delta_{23}^2/(\Delta_{23}^2+\Gamma^2)\).

### Amplitudes from an x²−y² hole

For \(\alpha=x^2-y^2\), \(\mathbf a=(\varepsilon_x,-\varepsilon_y,0)/\sqrt2\). It lies in the plane and does not contain \(\varepsilon_z\). Since \(a_z=0\), the cross product is \(\mathbf a'\times\mathbf a=(-a'_za_y,\;a'_za_x,\;a'_xa_y-a'_ya_x)\).

For \(\beta=x^2-y^2\), \(\mathbf a'=(u_x,-u_y,0)/\sqrt2\), so \(2\mathbf a'\cdot\mathbf a=u_x\varepsilon_x+u_y\varepsilon_y\), and the cross product has only the z component \(\frac12(-u_x\varepsilon_y+u_y\varepsilon_x)=-\frac12C_z\):

\[ O_{x^2-y^2}=u_x\varepsilon_x+u_y\varepsilon_y+\tfrac i2C_z\sigma_z . \tag{14} \]

This is the form (2) with \(K_\parallel=\frac12\) and \(K_\perp=0\). For \(\beta=xy\), \(\mathbf a'=(u_y,u_x,0)/\sqrt2\), so \(2\mathbf a'\cdot\mathbf a=u_y\varepsilon_x-u_x\varepsilon_y=-C_z\), and the z component is \(-\frac12(u_y\varepsilon_y+u_x\varepsilon_x)\):

\[ O_{xy}=-C_z+\tfrac i2(u_x\varepsilon_x+u_y\varepsilon_y)\sigma_z . \tag{15} \]

For \(\beta=xz\), \(\mathbf a'=(u_z,0,u_x)/\sqrt2\) and \(\mathbf a'\times\mathbf a=\frac12(u_x\varepsilon_y,u_x\varepsilon_x,-u_z\varepsilon_y)\). For \(\beta=yz\), \(\mathbf a'=(0,u_z,u_y)/\sqrt2\) and \(\mathbf a'\times\mathbf a=\frac12(u_y\varepsilon_y,u_y\varepsilon_x,-u_z\varepsilon_x)\). Hence

\[ O_{xz}=u_z\varepsilon_x-\tfrac i2\left[u_x(\varepsilon_y\sigma_x+\varepsilon_x\sigma_y)-u_z\varepsilon_y\sigma_z\right], \tag{16} \]

\[ O_{yz}=-u_z\varepsilon_y-\tfrac i2\left[u_y(\varepsilon_y\sigma_x+\varepsilon_x\sigma_y)-u_z\varepsilon_x\sigma_z\right]. \tag{17} \]

For \(\beta=3z^2-r^2\), \(\mathbf a'=(-u_x,-u_y,2u_z)/\sqrt6\). The common factor is \(1/\sqrt{12}=1/(2\sqrt3)\), which multiplies \(u_y\varepsilon_y-u_x\varepsilon_x\) in the dot product and \((2u_z\varepsilon_y,\,2u_z\varepsilon_x,\,u_x\varepsilon_y+u_y\varepsilon_x)\) in the cross product:

\[ O_{3z^2-r^2}=\tfrac1{\sqrt3}\left\{u_y\varepsilon_y-u_x\varepsilon_x-\tfrac i2\left[2u_z(\varepsilon_y\sigma_x+\varepsilon_x\sigma_y)+(u_x\varepsilon_y+u_y\varepsilon_x)\sigma_z\right]\right\}. \tag{18} \]

### The selection rule

Take the spin along z. With \(\langle\downarrow|\sigma_x|\uparrow\rangle=1\), \(\langle\downarrow|\sigma_y|\uparrow\rangle=i\), \(\langle\downarrow|\sigma_z|\uparrow\rangle=0\), the combination \(\varepsilon_y\sigma_x+\varepsilon_x\sigma_y\) has the flip element \(\varepsilon_y+i\varepsilon_x=i\varepsilon_-\), where \(\varepsilon_-=\varepsilon_x-i\varepsilon_y\), and \(-\frac i2\cdot i=\frac12\). The flip elements \(\langle\downarrow|O|\uparrow\rangle\) of (14) to (18) are

\[ 0,\qquad 0,\qquad \tfrac12u_x\varepsilon_-,\qquad\tfrac12u_y\varepsilon_-,\qquad\tfrac1{\sqrt3}u_z\varepsilon_- . \tag{19} \]

The first zero is the selection rule. It holds for all complex polarizations and, because (11) contains the same cross product, for all photon energies. The flip into xy is forbidden as well, while flips that accompany excitation into xz, yz and \(3z^2-r^2\) are allowed. The cause is visible in (10). The spin is lowered by the term \(l_+\sigma_-\) of \(\mathbf l\cdot\boldsymbol\sigma\), which changes \(m_l\) of the core hole by one unit. The orbitals \(x^2-y^2\) and xy connect only to \(p_x,p_y\), that is to \(m_l=\pm1\), and one unit of change joins \(m_l=\pm1\) only to \(m_l=0\), which is \(p_z\). The orbitals xz, yz and \(3z^2-r^2\) can be reached from \(p_z\).

Now let the spin point along a unit vector \(\mathbf n\) at polar angle \(\theta\), and complete it to a right-handed triad \(\mathbf e_1,\mathbf e_2,\mathbf n\). For any vector \(\mathbf v\), the matrix \(\boldsymbol\sigma\cdot\mathbf v\) has the diagonal element \(v_n\) in the state \(|\mathbf n\rangle\) and the flip element \(v_1+iv_2\), up to the phase of the states. With \(\mathbf e_1\) the unit vector of increasing \(\theta\), \(\hat{\mathbf z}=-\sin\theta\,\mathbf e_1+\cos\theta\,\mathbf n\), and (12) and (14) give

\[ |A_{\rm flip}|=\tfrac1{15}R^2|G_3|\,|C_z|\sin\theta . \tag{20} \]

For linear polarizations (14) is a real number plus \(i\sigma_z\) times a real number, which is a multiple of a spin rotation about z. A spin along z is an eigenstate of that rotation, and a spin in the plane is turned. The flip needs \(C_z\neq0\), so for linear polarizations the in-plane parts of the two must not be parallel; for circular light \(\mathbf u=\boldsymbol\varepsilon'^*\) gives \(C_z\neq0\) even when \(\boldsymbol\varepsilon'=\boldsymbol\varepsilon\). For linear polarizations and any \(\beta\), \(\mathbf c=\mathbf a'\times\mathbf a\) is real, and (12) gives

\[ |O|^2_{\rm flip}=|\mathbf n\times\mathbf c|^2,\qquad |O|^2_{\rm nonflip}=4(\mathbf a'\cdot\mathbf a)^2+(\mathbf n\cdot\mathbf c)^2 . \tag{21} \]

Their sum \(4(\mathbf a'\cdot\mathbf a)^2+|\mathbf c|^2\) does not depend on \(\mathbf n\): with L₃ alone and linear polarizations, turning the spin moves intensity between the two channels of a dd line without changing its total (for circular polarization the total does depend on \(\mathbf n\)). With the L₂ tail included, the two coefficients in (11) are no longer in phase, and the total gains a term proportional to \((\mathbf a'\cdot\mathbf a)(\mathbf n\cdot\mathbf c)\,\mathrm{Im}[(2G_3+G_2)^*(G_3-G_2)]\), of relative order \(\Gamma/\Delta_{23}\) at \(w=0\). In a magnet whose ground state has each spin fully polarized along a fixed direction, and as long as the neighbouring spins do not respond during the core-hole lifetime, (20) is the amplitude for reversing the spin at the site that absorbs the photon. Quantum fluctuations of the ordered state are outside this single-ion result.

For an unmixed \(x^2-y^2\) hole, a spin along z cannot be reversed without a dd excitation, whatever the polarizations and photon energy, while a spin tilted from z can be, with the amplitude (20). It remains to find what this rule requires of the core field and the orbital, to calculate the flip that 3d spin–orbit coupling allows, and to work through a numerical example.
